\section*{Kohn-Sham spin squared, the pair density and the Wang-Becke-Smith estimate, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Spin is measured in units of $\hbar$. The Hamiltonian is spin free, so it commutes with $\hat S^2$ and $\hat S_z$, and every state considered has fixed electron numbers $N_\alpha\ge N_\beta$. The field operators obey $\{\psi_\sigma(\mathbf r),\psi^\dagger_{\tau}(\mathbf r')\}=\delta_{\sigma\tau}\delta(\mathbf r-\mathbf r')$. The spin densities are $\rho_\sigma=\langle\psi^\dagger_\sigma\psi_\sigma\rangle$, the magnetization is $m=\rho_\alpha-\rho_\beta$, and $M=(N_\alpha-N_\beta)/2$. The positive part of a function is $(f)_+=\max(f,0)$. On a lattice, integrals become sums over sites.

With $\hat S_\pm=\hat S_x\pm i\hat S_y$ and $[\hat S_x,\hat S_y]=i\hat S_z$, the product is $\hat S_-\hat S_+=\hat S_x^2+\hat S_y^2+i[\hat S_x,\hat S_y]=\hat S_x^2+\hat S_y^2-\hat S_z$. Therefore
\begin{equation}
\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1),\qquad \hat S_+=\int\psi^\dagger_\alpha(\mathbf r)\psi_\beta(\mathbf r)\,d\mathbf r .
\label{s2}
\end{equation}
Because $\hat S_-=\hat S_+^\dagger$, the excess of a normalized state over $M(M+1)$ is a squared norm,
\begin{equation}
\Delta\equiv\langle\hat S^2\rangle-M(M+1)=\|\hat S_+\Psi\|^2\ge0 ,
\label{delta}
\end{equation}
and it vanishes if and only if $\Psi$ is a pure spin state with $S=M$. The spin contamination of a state $\Psi$ means $\Delta$ evaluated with $\Psi$ itself.

The Kohn-Sham (KS) determinant $\Phi$ of collinear spin-density functional theory is the ground state of non-interacting electrons in local potentials $v_\alpha,v_\beta$ chosen so that $\Phi$ has the spin densities of the interacting ground state $\Psi$. Its excess is $\Delta_{\rm det}$. The claim under examination is that $\Delta_{\rm det}$ measures the spin contamination of the interacting system, or a fault of the functional.

\section{Counter-example: a pure doublet with an impure exact Kohn-Sham determinant}

\subsection{The interacting state}

Take the open three-site Hubbard chain with $N_\alpha=2$, $N_\beta=1$, $M=1/2$, and energies in units of $t$:
\begin{equation}
\hat H=-t\sum_\sigma\big(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{3\sigma}+\text{h.c.}\big)+U\sum_i\hat n_{i\alpha}\hat n_{i\beta}.
\end{equation}
The ground state in this sector is non-degenerate for $U=1,4,200$, which the numerical check asserts. It is then an eigenstate of $\hat S^2$, with $S=1/2$ or $3/2$. The quartet has the energy of its $M=3/2$ member, in which each site holds one $\alpha$ electron, no hop is allowed and no site is doubly occupied, so that energy is zero. The ground energy at $U=4$ is $-1.23607$, below zero, so $\Psi$ is a doublet with $\langle\hat S^2\rangle=3/4$ and $\Delta=0$.

Each site holds one electron on average. The substitution $c_{i\alpha}\to(-1)^ic^\dagger_{i\beta}$, $c_{i\beta}\to(-1)^ic^\dagger_{i\alpha}$ sends $\hat n_{i\alpha}\to1-\hat n_{i\beta}$, so $N_\alpha\to3-N_\beta=2$ and the sector is preserved. For neighbours $c^\dagger_{i\alpha}c_{j\alpha}\to(-1)^{i+j}c_{i\beta}c^\dagger_{j\beta}=+c^\dagger_{j\beta}c_{i\beta}$, so the hopping term is unchanged. The interaction gains $U\sum_i(1-\hat n_{i\alpha}-\hat n_{i\beta})=U(3-3)=0$. The non-degenerate ground state maps onto itself, which gives $n_{i\alpha}=1-n_{i\beta}$. With reflection symmetry,
\begin{equation}
n_\beta=(b,c,b),\qquad 2b+c=1,\qquad m_2=(1-c)-c=1-2c .
\end{equation}
Diagonalization at $U=4$ gives $b=0.18820$, $c=0.62361$, $m_1=m_3=0.62361$ and $m_2=-0.24721$. The pure doublet has negative spin density on the middle site.

The sign can be derived for $U\gg t$, to order $t^2/U$. Every site is then singly occupied. A triplet pair on a bond cannot hop. A singlet pair couples with amplitude $\sqrt2\,t$ to each of two doubly occupied states at energy $U$ and is lowered by $2(\sqrt2\,t)^2/U=4t^2/U\equiv J$. Since $\mathbf s_i\cdot\mathbf s_j-\tfrac14$ is $0$ for the triplet and $-1$ for the singlet,
\begin{equation}
\hat H_{\rm eff}=J\big[(\mathbf s_1+\mathbf s_3)\cdot\mathbf s_2-\tfrac12\big].
\end{equation}
If the end spins couple to $L$ and the total spin is $S$, the scalar product equals $\tfrac12[S(S+1)-L(L+1)-\tfrac34]$. It is lowest, $-1$, for $L=1$, $S=1/2$, so $E_0=-\tfrac32J=-6t^2/U$, in agreement with the computed $-0.03000$ at $U=200$. The state is $\sqrt{2/3}\,|1,1\rangle|\beta\rangle-\sqrt{1/3}\,|1,0\rangle|\alpha\rangle$, which $\hat S_+$ annihilates because $\hat L_+|1,0\rangle=\sqrt2\,|1,1\rangle$. The middle site has $m_2=\tfrac13-\tfrac23=-\tfrac13$; the value at $U=200$ is $-0.33328$.

\subsection{The exact Kohn-Sham determinant}

By reflection symmetry, and with the free constant fixed by setting the end potentials to zero, each spin has one unknown, the potential $v_\sigma$ on site 2. The odd orbital $(1,0,-1)/\sqrt2$ has energy zero. An even orbital $(x/\sqrt2,\,y,\,x/\sqrt2)$ with $x^2+y^2=1$ satisfies
\begin{equation}
\varepsilon x=-\sqrt2\,t\,y,\qquad \varepsilon y=-\sqrt2\,t\,x+v\,y .
\end{equation}
The determinant of this $2\times2$ problem is $-2t^2$, so one even level is negative and one positive. By the first equation $x$ and $y$ have equal signs in the lower level and opposite signs in the upper. Eliminating $\varepsilon$ gives $v=\sqrt2\,t\,(x/y-y/x)$.

The $\beta$ electron occupies the lower even orbital $\varphi$, whose squares must be $n_{i\beta}$, so $\varphi=(\sqrt b,\sqrt c,\sqrt b)$. The two $\alpha$ electrons fill the lower even and the odd orbital and leave the upper even orbital $\chi$ empty. Completeness of the three orbitals gives $\chi_i^2=1-n_{i\alpha}=n_{i\beta}$, so $\chi=(\sqrt b,-\sqrt c,\sqrt b)$. With $y^2=c$ and $x^2=1-c$,
\begin{equation}
v_\beta=-v_\alpha=\frac{\sqrt2\,t\,(1-2c)}{\sqrt{c(1-c)}} ,
\end{equation}
which is finite for $0<c<1$, so the exact KS system exists. At $U=4$, $c(1-c)=0.62361\times0.37639=0.23472$ with root $0.48448$, and $v_\beta=-\sqrt2\times0.24721/0.48448=-0.7216$, as found by numerical inversion.

The operator $\hat S_+=\sum_ic^\dagger_{i\alpha}c_{i\beta}$ replaces the $\beta$ electron in $\varphi$ by an $\alpha$ electron in $\varphi$. The components of $\varphi$ along the occupied $\alpha$ orbitals are removed by the Pauli principle, and the component along $\chi$ survives. Equation \eqref{delta} gives
\begin{equation}
\Delta_{\rm det}=\langle\chi|\varphi\rangle^2=(b-c+b)^2=(1-2c)^2=m_2^2 .
\label{hub}
\end{equation}
At $U=4$, $2\times0.18820-0.62361=-0.24721$, its square is $0.06111$, and $\langle\hat S^2\rangle_\Phi=0.75+0.06111=0.81111$. A quartet weight $w$ gives $\tfrac34(1-w)+\tfrac{15}4w=\tfrac34+3w$, so the determinant contains $w=0.06111/3=0.0204$ of quartet. The interacting state contains none, and no approximate functional was used. At $U=1$ and $U=200$ the excess is $0.00737$ and $0.11108$, the latter near the limit $(1/3)^2=1/9$.

\section{The correct statement}

For a spin-free Hamiltonian and fixed $N_\alpha\ge N_\beta$, define the opposite-spin block of the two-particle density matrix,
\begin{equation}
\Gamma(\mathbf r_1,\mathbf r_2;\mathbf r_1',\mathbf r_2')=\langle\psi^\dagger_\alpha(\mathbf r_1')\psi^\dagger_\beta(\mathbf r_2')\psi_\beta(\mathbf r_2)\psi_\alpha(\mathbf r_1)\rangle .
\end{equation}
\begin{enumerate}
\item[(a)] For any state, $\Delta=N_\beta-X$ with $X=\iint\Gamma(\mathbf r_1,\mathbf r_2;\mathbf r_2,\mathbf r_1)$. The spin densities and the ordinary spin-resolved pair densities do not fix $X$ for a general state.
\item[(b)] Any determinant of pure $\alpha$ and pure $\beta$ orbitals obeys $\Delta_{\rm det}\ge\Delta_{\rm WBS}^2/N_\beta$, where $\Delta_{\rm WBS}=\int(\rho_\beta-\rho_\alpha)_+\,d\mathbf r$. If a pure $S=M$ state has $m<0$ in a region of finite volume, every determinant with its spin densities has $\Delta_{\rm det}>0$ while $\Delta=0$.
\item[(c)] The Wang-Becke-Smith (WBS) value $M(M+1)+\Delta_{\rm WBS}$ is the local uniform-gas approximation to $\langle\hat S^2\rangle$ of a determinant, not of the interacting state.
\end{enumerate}

\section{Proof of (a): the exchanged pair element}

Write $1,2$ for $\mathbf r_1,\mathbf r_2$ and move $\psi_\alpha(1)$ past $\psi_\alpha^\dagger(2)$ with the anticommutator:
\begin{align}
\hat S_-\hat S_+&=\iint\psi^\dagger_\beta(1)\psi_\alpha(1)\psi^\dagger_\alpha(2)\psi_\beta(2)\nonumber\\
&=\int\psi^\dagger_\beta(1)\psi_\beta(1)-\iint\psi^\dagger_\beta(1)\psi^\dagger_\alpha(2)\psi_\alpha(1)\psi_\beta(2)\nonumber\\
&=\hat N_\beta-\iint\psi^\dagger_\alpha(2)\psi^\dagger_\beta(1)\psi_\beta(2)\psi_\alpha(1).
\end{align}
The last line exchanges the two creation operators and the two annihilation operators, and the two signs cancel. The remaining operator is that of $\Gamma$ with $\mathbf r_1'=\mathbf r_2$, $\mathbf r_2'=\mathbf r_1$, so
\begin{equation}
\langle\hat S^2\rangle=M(M+1)+N_\beta-\iint\Gamma(\mathbf r_1,\mathbf r_2;\mathbf r_2,\mathbf r_1)\,d\mathbf r_1d\mathbf r_2 .
\label{exact}
\end{equation}
In this operator an $\alpha$ electron is destroyed and a $\beta$ electron created at $\mathbf r_1$, and the reverse happens at $\mathbf r_2$. It is a pair density in the sense of being attached to two points, but it is the spin-flip component. The ordinary pair density $\Gamma(\mathbf r_1,\mathbf r_2;\mathbf r_1,\mathbf r_2)$ is the mean of $\hat\rho_\alpha(1)\hat\rho_\beta(2)$, and it integrates to $N_\alpha N_\beta$ whatever the total spin. In the chain, $X=1$ for the doublet and $X=1-0.06111=0.93889$ for the KS determinant at $U=4$.

That the whole diagonal can be insufficient is shown by two electrons in orthonormal orbitals $a,b$ with $a(\mathbf r)b(\mathbf r)=0$ at every point. For $\Psi_\pm=(a^\dagger_\alpha b^\dagger_\beta\pm b^\dagger_\alpha a^\dagger_\beta)|0\rangle/\sqrt2$ one finds $\psi_\beta(2)\psi_\alpha(1)\Psi_\pm=F_\pm(1,2)|0\rangle$ with $F_\pm=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, so $\Gamma=F_\pm^*(1',2')F_\pm(1,2)$. On the diagonal the cross term of $|F_\pm|^2$ contains $a(1)b^*(1)=0$, so both states have the pair density $\tfrac12(|a(1)b(2)|^2+|b(1)a(2)|^2)$ and the same spin densities; the same-spin pair densities vanish in both. But $F_\pm(2,1)=\pm F_\pm(1,2)$ gives $X=\pm1$, and \eqref{exact} gives $\langle\hat S^2\rangle=0+1\mp1=0$ or $2$.

For spin eigenstates with $M=0$ the magnetization carries no information on $S$. A spin rotation by $\pi$ about $x$ maps $M\to-M$ within a multiplet, so it returns the single $M=0$ member up to a phase, and it reverses $m(\mathbf r)$. Hence $m=-m=0$ for every spin eigenstate with $M=0$.

Among non-degenerate ground states a formal functional does exist. For this argument only, the external potential may depend on spin, so the Hamiltonian need not be spin free. Suppose two sets of potentials $v_\sigma,v'_\sigma$ gave different non-degenerate ground states with equal spin densities. The variational principle gives $E<E'+\sum_\sigma\int(v_\sigma-v'_\sigma)\rho_\sigma$, and the same inequality with primes exchanged; the sum reads $0<0$. So $\Psi$, and with it $X$, is determined by $\rho_\alpha,\rho_\beta$ on this class. The argument supplies no formula, and the chain shows that $\Delta_{\rm det}$ is not that functional.

The Hubbard chain has shown that a pure doublet can have a spin-contaminated exact KS determinant, and (a) is proved: the true excess is $\Delta=N_\beta-X$, where $X$ is not fixed for a general state by the spin densities and ordinary pair densities. It remains to prove the lower bound (b) and the status of the WBS estimate (c), and to examine the stretched H$_6$ ring.
